\section*{Core-polarization corrected dipole operator and alkali resonance line strengths, part 2}

How does the dipole induced in a closed-shell core ($N$ electrons, nuclear charge $Z$) change the $s$--$p$ line strengths of a valence electron at $\mathbf r$? Atomic units are used, the electron has charge $-1$, and valence--core exchange is dropped.

The core has states $|0\rangle$, $|n\rangle$ with excitation energies $\omega_n$. Its dipole is $\boldsymbol\mu$, $\mu_{n0}=\langle n|\mu_z|0\rangle$, and $V_{n0}(\mathbf r)=\langle n|V|0\rangle$, with $V$ the fluctuation of the valence--core repulsion. Response formula (Section 3): $-\mu_zF\cos\omega t$ changes the mean of $A$ by $F\cos\omega t\sum_n2\omega_nA_{0n}\mu_{n0}/(\omega_n^2-\omega^2)$. $A=\mu_z$ gives the polarizability $\alpha(\omega)$; $A=V$ gives $v_{\rm ind}=-(\alpha g/r^2)\cos\theta$, the energy of an electron in the induced number density $\rho_1(r)\cos\theta$, with
\begin{equation}
g(r;\omega)=\frac{\int_0^r\rho_1r'^3dr'+r^3\int_r^\infty\rho_1dr'}{\int_0^\infty\rho_1r'^3dr'} .
\label{g}
\end{equation}
In a static field, zero net force on the core electrons gives
\begin{equation}
\lim_{r\to0}\alpha g/r^3=N/Z .
\label{NZ}
\end{equation}

The Hameed--Herzenberg--James (HHJ) operator is $\mathbf d=-\mathbf r[1-\alpha g/r^3]$, and $V_{\rm pol}=-\alpha g^2/2r^4$. For radial orbitals $u_s,u_p$ of the valence Hamiltonian $h$, with energy difference $\omega$, $R=\int u_pu_s\,r\,dr$ and $X=R^{-1}\int u_pu_s\,g\,r^{-2}dr$. The line strength $S$ and oscillator strength $f$ obey
\begin{equation}
S=2R^2(1-\alpha X)^2,\qquad f=\tfrac23\omega R^2(1-\alpha X)^2,\qquad
\frac{S-S_0}{S_0}=-2\alpha X+(\alpha X)^2,
\label{S}
\end{equation}
with $S_0=2R^2$. Hydrogenic orbitals with $g=1$ have $X=\omega^2$; the hydrogen 2s--3p cutoff check uses $g=[1-e^{-(r/2)^6}]^{1/2}$.

The test model, solved by full diagonalization, is an electron in $V_0=-(r^2+4)^{-1/2}$ coupled, with $g=r^3/(r^2+4)^{3/2}$, to a three-dimensional oscillator core of frequency $\omega_0$, kept to two quanta, with $\alpha(\omega)=\alpha\omega_0^2/(\omega_0^2-\omega^2)$. The radial step is $0.5$ bohr. The uncoupled lowest $s$--$p$ line has $X=0.009135$. Adding $V_{\rm pol}$ gives $h'=\tfrac12p^2+V_0+V_{\rm pol}$. The lag of the core adds the repulsion $V_{\rm na}=\frac{\alpha}{4\omega_0}[\phi'^2+2\phi^2/r^2]$, $\phi=g/r^2$. HHJ with $V_{\rm pol}$ misses $S$ and the energies by $O(\alpha/\omega_0)$, and by $O(\alpha/\omega_0^2)$ once $V_{\rm na}$ is added.

On the same grid the model has $S_0=26.727$ ($26.718$ when converged). Take $\alpha=4$. The orbitals of $h'$ lower this to $25.018$ and raise $X$ to $0.009747$, and the static operator gives $25.018\,(1-4\times0.009747)^2=23.105$. Diagonalization gives $23.302$, $23.213$ and $23.162$ at $\omega_0=4,8,16$. The gaps in $S$ below, with and without $V_{\rm na}$, are taken with $\alpha(\omega)$ in the operator, for which the HHJ values are $23.104$, $23.105$ and $23.105$; measured from the static value, the first two ratios would be $1.83$ and $1.90$. The gap to the HHJ value, which is $10\%$, $5.6\%$ and $3.0\%$ of the operator correction $1.913$ at these three $\omega_0$, shrinks by $1.84$ and $1.91$ on doubling $\omega_0$, and the gap in the $s$ energy by $1.85$ and $1.91$, inside the tested window $1.6$--$2.2$ about 2. Removing the $1/\omega_0$ term, $2\times23.16155-23.21251=23.1106$ differs from $23.1051$ by $0.3\%$ of the operator correction $25.018-23.105=1.913$ (tested bound $1\%$). With $V_{\rm na}$ the gaps in $S$ drop to $0.044$, $0.013$ and $0.004$. Their ratios, $3.34$ and $3.39$ ($3.36$ and $3.43$ for the energy), lie in the tested window $2.6$--$4.4$ and well above 2. That they hardly move is an effect of the $0.5$ bohr grid, whose error is no longer small beside these gaps. With a step of $0.25$ bohr the ratios for $S$ are $3.47$, $3.64$ and, for $\omega_0=16\to32$, $3.73$; with a converged radial basis they are $3.48$, $3.68$ and $3.82$, rising towards the 4 of a $1/\omega_0^2$ law. A third oscillator quantum leaves them unchanged. At $\omega_0=16$ the $s$ energy is $-0.20132$, against $-0.20152$ with $g^2$ in $V_{\rm pol}$ and $-0.23837$ with $g$ unsquared ($-0.2401$ when converged; this potential diverges as $-1/(4r)$ at the origin, which the coarse grid resolves less well). Doubling $\alpha$ from 2 to 4 multiplies the core share of the dipole by $2.064$. The excess over 2 has the size of the drift of $X$: interpolating midway between $0.009135$ and $0.009747$ gives $2\times0.009747/0.009441=2.065$. The closeness of the last digit is not significant, since $X$ at $\alpha=2$ is only interpolated and these values of $X$ belong to $\omega_0\to\infty$.

A real core has many modes, and the adiabatic second-order potential is $-\sum_nV_{n0}^2/\omega_n$. On the $z$ axis the Cauchy--Schwarz inequality, applied to the vectors $V_{n0}/\sqrt{\omega_n}$ and $\mu_{n0}/\sqrt{\omega_n}$, gives $\sum_nV_{n0}^2/\omega_n\ge(v_{\rm ind}/2)^2/(\alpha/2)=\alpha g^2/2r^4$. With $g$ from Eq.~(\ref{g}), $V_{\rm pol}$ is then a model that is no deeper than the adiabatic potential, and it omits the repulsive lag term as well.

\section{Li to Cs}

The calculation is non-relativistic and has no parameter fitted to atomic data. Valence orbitals are the lowest unoccupied $s$ and $p$ Hartree--Fock (HF) orbitals of the ion. The core response is time-dependent LDA (Slater exchange, VWN correlation). For occupied $u_i$ and empty $u_a$ Kohn--Sham orbitals with $l_a=l_i\pm1$ and gap $\Delta$, the response formula of Section 3 is applied to the density, with $v_1(r)\cos\theta$ as the perturbation in place of $-\mu_z$, which supplies a minus sign. The sums over $m_i,m_a$ give $(2l_i+1)(2l_a+1)P_{l_i}P_{l_a}/(4\pi)^2$. From $xP_l=[(l+1)P_{l+1}+lP_{l-1}]/(2l+1)$ and $\int P_l^2dx=2/(2l+1)$, the $P_1$ coefficient of $P_{l_i}P_{l_a}$ is $3l_>/[(2l_i+1)(2l_a+1)]$, with $l_>$ the larger value. The angular integral adds $4\pi/3$, leaving $l_>/4\pi$, and spin and the factor $2\Delta/(\Delta^2-\omega^2)$ each bring a 2:
\begin{equation}
\rho_1(r)=-\frac1{\pi r^2}\sum_{i,a}\frac{l_>\Delta}{\Delta^2-\omega^2}\,u_iu_a\int\! u_iu_av_1\,dr',\qquad v_1=r-\frac{\alpha g}{r^2}+f_{xc}\rho_1,
\end{equation}
with $f_{xc}=dv_{xc}/d\rho$. This linear system is solved self-consistently. The LDA energy is unchanged by a translation of the density, so exchange and correlation exert no net force and Eq.~(\ref{NZ}) still applies. It is tested to $1\%$ for the five ions and agrees in the four printed decimals, from $0.6667$ (Li$^+$) to $0.9818$ (Cs$^+$). The limit $g=1$ is tested at 12 bohr. At 3 bohr the static $g$ is $0.999$ for Li$^+$ and $0.764$ for Cs$^+$. The resonance lines at fixed HF orbitals are
\begin{center}
\begin{tabular}{lcccccc}
 & $\alpha(\omega)$ & $R$ & $X$ & $\alpha X$ & $S_0$ & $S$\\
Li & 0.215 & 4.121 & 0.0214 & 0.0046 & 33.96 & 33.65\\
Na & 1.081 & 4.526 & 0.0126 & 0.0136 & 40.97 & 39.86\\
K & 5.759 & 5.598 & 0.00636 & 0.0367 & 62.69 & 58.17\\
Rb & 9.545 & 5.991 & 0.00491 & 0.0469 & 71.79 & 65.21\\
Cs & 16.535 & 6.689 & 0.00353 & 0.0584 & 89.48 & 79.34
\end{tabular}
\end{center}
For Cs, $S_0=2\times6.6887^2=89.48$, $\alpha X=16.535\times0.00353=0.0584$ and $S=89.48\,(1-0.05837)^2=79.34$. The change is $-11.33\%$ of $S_0$, made of $-2\alpha X=-11.67\%$ and $(\alpha X)^2=+0.34\%$. Here $\alpha(\omega)$ exceeds the static $16.475$ by $0.4\%$. For Li, Na, K and Rb the changes are $-0.92$, $-2.71$, $-7.20$ and $-9.16\%$.

The signs $X>0$ and the rise of $\alpha X$ with $\alpha$ along the series are tested. The rise is not proportional: from Li to Cs $\alpha$ grows by $76.8$ and $\alpha X$ by $12.7$, because $X$ falls by $6.07$. If $u_su_p$ were a single narrow peak of unit area outside the core, at radius $r_0$, then $R=r_0$ and $X=r_0^{-2}/r_0=R^{-3}$. The table gives $XR^3=1.50$, $1.17$, $1.12$, $1.06$, $1.06$, and $(6.689/4.121)^3=4.28$ accounts for most of the fall. For these five lines the operator lowers $S$ by a fraction $2\alpha/R^3$ times a factor between 1 and 1.5, the larger core coming with a larger valence orbit. The hydrogenic $X=\omega^2$ does not apply, since the valence potential is neither $-1/r$ nor local: for Cs $0.03896^2=0.0015$, less than half of $X$.

The cutoff lowers $X$ for Na to Cs (Cs: $0.00497$ with $g=1$) and raises it for Li, from $0.0170$ to $0.0214$. The difference is $-R^{-1}\int(1-g)u_su_p\,r^{-2}dr$. The Li 2p function has no node and 2s has one, so where $g\le1$, as at every printed radius, a positive difference can come from the region inside the 2s node alone.

For the second line, $ns$--$(n{+}1)p$, the test is that $|\alpha X|$ exceeds its resonance value. In Cs the numerator $\alpha XR$ falls from $0.05837\times6.689=0.390$ to $0.4256\times0.412=0.175$, a factor $2.2$, while $|R|$ falls by a factor $16$, so the small denominator drives the growth and $S/S_0=(1-0.4256)^2=0.33$. The linear term of Eq.~(\ref{S}) alone is useless there. For Li 2s--3p the computed $\alpha X=-0.042$ raises $S$ by $9\%$ of $S_0$.

Adding $V_{\rm pol}$, with static $\alpha$ and $g$, in the space of empty HF orbitals reduces $R$ for all five atoms, which is tested. For Cs $R=6.217$, so $2R^2=77.30$, which is $13.6\%$ below $S_0$ and a larger effect than that of the operator. The line moves to $\omega=0.0461$ (1.255 eV), $\alpha X$ rises to $0.0697$, and $S=77.30\,(1-0.06965)^2=66.9$, $f=\tfrac23\times0.04612\times66.91/2=1.03$. For Li, Na, K and Rb, $f=0.74$, $0.96$, $0.99$, $1.02$ at $1.86$, $2.07$, $1.58$, $1.48$ eV. A value above 1 is allowed. For a local potential $\langle s|[z,[h,z]]|s\rangle=1$ gives $\sum f=1$ over all $p$ levels, and those of the core lie below $ns$ and enter with negative $\omega$, so even then 1 is no upper bound for a single line. That sum rule concerns the bare operator $z$ and a local potential; with the non-local HF potential and the corrected operator used here it does not fix the sum. The Rb and Cs figures lack relativity and illustrate the mechanism rather than predict the lines.

\section{The dropped exchange term}

In HF theory a static field changes the Fock operator by $F(z+J_1-\tfrac12K_1)$, where $J_1$ and $K_1$ are the Coulomb and exchange operators of the induced spin-summed density matrix. The Coulomb part is $v_{\rm ind}$, and the $K_1$ term is the exchange contribution to the static dipole operator, which is absent when the valence electron is treated as distinguishable. A finite-field calculation on Na$^+$ in an independent Gaussian basis (field $0.004$) reproduces the radial code, $R=4.5261$ against $4.5258$, and gives $\alpha=0.945$. The direct part of $\alpha X$ for 3s--3p is $0.01205$ both from the two-electron integrals and from radial quadrature of $g/r^2$, with $g$ read off the induced potential on the axis, tested to $10^{-3}$. Exchange contributes $-0.00037$, which is $-3\%$ of the direct part, for a total of $0.01168$. The static LDA value $0.01360$ is $13\%$ above the HF direct value, and the polarizabilities differ by $1.0795/0.9453=1.14$, while $X$ is nearly the same, $0.01360/1.0795=0.0126$ against $0.01205/0.9453=0.0127$. For this line the choice of $\alpha$ matters more than exchange. The exchange term was not computed for the other atoms or for the weak second lines. The numerical check follows.

\section*{Computed values}
\begin{verbatim}
model: a=2.0 rc=2.0 bohr, DVR step 0.5 bohr, 56 points
model bare: Es=-0.193042 Eh w=0.095510 Eh X=0.009135 au S0=26.72677 au
alpha=0.05 au w0=0.4 Eh: core/valence dipole exact -4.8464e-04
   -alpha(w)X -4.8437e-04   -alpha(0)X -4.5673e-04
alpha=4.0 au: Es with g unsquared -0.238368 Eh, X(Vpol orbitals)=0.009747 au
   S on Vpol orbitals: bare r 25.01796, static HHJ 23.10512 au
w0=4.0 Eh: Es exact -0.200805 Vpol -0.201520 +nonad -0.200663 Eh
   S exact 23.30194 HHJ 23.10391 HHJ+nonad 23.34594 au
w0=8.0 Eh: Es exact -0.201133 Vpol -0.201520 +nonad -0.201090 Eh
   S exact 23.21251 HHJ 23.10482 HHJ+nonad 23.22569 au
w0=16.0 Eh: Es exact -0.201317 Vpol -0.201520 +nonad -0.201305 Eh
   S exact 23.16155 HHJ 23.10504 HHJ+nonad 23.16544 au
error ratios w0=4/8  (E, S; E, S with nonad): 1.85 1.84 3.36 3.34
error ratios w0=8/16 (E, S; E, S with nonad): 1.91 1.91 3.43 3.39
S exact extrapolated to w0=inf 23.11060 au; core share alpha=4/2: 2.064
H n=1,l=0->n=2: X(g=1)=1.406250e-01 w^2=1.406250e-01 au
H n=2,l=0->n=3: X(g=1)=4.822531e-03 w^2=4.822531e-03 au
H n=3,l=2->n=4: X(g=1)=5.907600e-04 w^2=5.907600e-04 au
H 2s-3p, cutoff radius 2 bohr: X=-1.7335e-03 au
Li+: alpha0=0.2150 au, alpha g/r^3(0)=0.6667, N/Z=0.6667
  g(1,2,3,4,6 bohr)= 0.652 0.974 0.999 1.000 1.000
  HF: Es=-0.19630 w=0.06767 Eh alpha(w)=0.2152 R=4.1208 X=0.02141 X(g=1)=0.01701 au
  alphaX=0.00461 S0=33.962 S=33.650 au dS/S=-0.92 %
  ns-(n+1)p: w=0.13953 Eh |R|=0.1902 au alphaX=-0.0424
  +Vpol: w=0.06834 Eh (1.860 eV) R=4.0614 alphaX=0.00482 S=32.673 au f=0.7443
Na+: alpha0=1.0795 au, alpha g/r^3(0)=0.9091, N/Z=0.9091
  g(1,2,3,4,6 bohr)= 0.321 0.868 0.986 0.999 1.000
  HF: Es=-0.18180 w=0.07236 Eh alpha(w)=1.0814 R=4.5258 X=0.01260 X(g=1)=0.01431 au
  alphaX=0.01363 S0=40.966 S=39.857 au dS/S=-2.71 %
  ns-(n+1)p: w=0.13148 Eh |R|=0.3803 au alphaX=0.0747
  +Vpol: w=0.07622 Eh (2.074 eV) R=4.4086 alphaX=0.01457 S=37.748 au f=0.9591
K+: alpha0=5.7422 au, alpha g/r^3(0)=0.9474, N/Z=0.9474
  g(1,2,3,4,6 bohr)= 0.144 0.647 0.922 0.988 1.000
  HF: Es=-0.14695 w=0.05140 Eh alpha(w)=5.7594 R=5.5984 X=0.00636 X(g=1)=0.00803 au
  alphaX=0.03665 S0=62.685 S=58.174 au dS/S=-7.20 %
  ns-(n+1)p: w=0.10139 Eh |R|=0.3771 au alphaX=0.2472
  +Vpol: w=0.05807 Eh (1.580 eV) R=5.2870 alphaX=0.04232 S=51.273 au f=0.9924
Rb+: alpha0=9.5112 au, alpha g/r^3(0)=0.9730, N/Z=0.9730
  g(1,2,3,4,6 bohr)= 0.085 0.518 0.863 0.973 0.999
  HF: Es=-0.13720 w=0.04707 Eh alpha(w)=9.5449 R=5.9910 X=0.00491 X(g=1)=0.00671 au
  alphaX=0.04690 S0=71.785 S=65.209 au dS/S=-9.16 %
  ns-(n+1)p: w=0.09355 Eh |R|=0.4520 au alphaX=0.2830
  +Vpol: w=0.05451 Eh (1.483 eV) R=5.6079 alphaX=0.05500 S=56.169 au f=1.0207
Cs+: alpha0=16.4749 au, alpha g/r^3(0)=0.9818, N/Z=0.9818
  g(1,2,3,4,6 bohr)= 0.053 0.373 0.764 0.940 0.998
  HF: Es=-0.12301 w=0.03896 Eh alpha(w)=16.5352 R=6.6887 X=0.00353 X(g=1)=0.00497 au
  alphaX=0.05837 S0=89.477 S=79.336 au dS/S=-11.33 %
  ns-(n+1)p: w=0.08155 Eh |R|=0.4123 au alphaX=0.4256
  +Vpol: w=0.04612 Eh (1.255 eV) R=6.2170 alphaX=0.06965 S=66.909 au f=1.0286
Cs/Li: alpha ratio 76.8, alphaX ratio 12.7; X(Li)/X(Cs)=6.07
pyscf Na+: field 0.004 au, alpha(HF)=0.9453 au, g(38.9 bohr)=1.0000
  E3s=-0.18180 E3p=-0.10944 Eh R=4.5261 au
  radial code E3s=-0.18180 E3p=-0.10944 Eh R=4.5258 au
  static alphaX: J integrals 0.01205, g quadrature 0.01205, TDLDA g 0.01360
  exchange part -0.00037, exchange/direct -0.030, total 0.01168
\end{verbatim}
